# Mobility reduction in a nonparabolic Kane band: InSb at 300 K: a numerical check

```python
# Result under test: transport in the Kane band  gam(E) = E(1 + alpha E) = A k^2,
# A = hbar^2/2m, gam' = 1 + 2 alpha E, two spin states:
#   density of states  g = gam^(1/2) gam' / (2 pi^2 A^(3/2))
#   slope              dE/dk = 2 A k / gam'
#   density            n = I[3/2,0] / (3 pi^2 A^(3/2))
#   mobility           ~ I[3/2,1]/I[3/2,0]  for constant relaxation time,
#                      ~ I[p+1,2]/I[3/2,0]  for elastic scattering, |M|^2 ~ q^(-2p)
# with I[a,b] = integral of (-df/dE) gam^a gam'^(-b) dE.
# Reduction R = mobility(alpha)/mobility(0) at equal density and temperature.
# Units: eV, angstrom, femtosecond.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, kve

mass = 0.014            # band-edge mass / electron mass, rough InSb value
gap = 0.17              # eV, rough InSb value at room temperature
temperature = 300.0     # K
density = 2e-8          # electrons per cubic angstrom, chosen
hbar = const.hbar / const.e * 1e15
A = const.hbar**2 / (2 * const.m_e * const.e) * 1e20 / mass
kT = const.k * temperature / const.e
alpha = 1 / gap
beta = alpha * kT


def energy(k_squared, al):
    gam = A * k_squared
    return 2 * gam / (1 + np.sqrt(1 + 4 * al * gam))


def slope(k, al):
    """dE/dk by central difference."""
    d = 1e-4 * k
    return (energy((k + d)**2, al) - energy((k - d)**2, al)) / (2 * d)


def dos(E, al):
    return np.sqrt(E * (1 + al * E)) * (1 + 2 * al * E) / (2 * np.pi**2 * A**1.5)


nodes, weights = np.polynomial.legendre.leggauss(400)
unit_t, unit_w = (nodes + 1) / 2, weights / 2


def integral_I(a, b, zeta, al, kt):
    low = max(0.0, zeta - 40 * kt)
    high = max(0.0, zeta) + 40 * kt
    E = low + (high - low) * unit_t**2
    w = 2 * (high - low) * unit_t * unit_w
    minus_df = 1 / (4 * kt * np.cosh((E - zeta) / (2 * kt))**2)
    return np.sum(w * minus_df * (E * (1 + al * E))**a / (1 + 2 * al * E)**b)


def density_formula(zeta, al, kt):
    return integral_I(1.5, 0, zeta, al, kt) / (3 * np.pi**2 * A**1.5)


def fermi_level(n, al, kt):
    return brentq(lambda z: np.log(density_formula(z, al, kt) / n),
                  -30 * kt, 2.0, xtol=1e-14)


def mobility_factor(a, b, n, al, kt):
    z = fermi_level(n, al, kt)
    return integral_I(a, b, z, al, kt) / integral_I(1.5, 0, z, al, kt)


def reduction(form, n=density, al=alpha, kt=kT):
    a, b = form
    return mobility_factor(a, b, n, al, kt) / mobility_factor(a, b, n, 0.0, kt)


forms = {"constant tau": (1.5, 1), "p=0": (1.0, 2), "p=1": (2.0, 2)}

# Two-band k.p matrix: its upper eigenvalue must obey the Kane dispersion.
k_test = np.linspace(0.002, 0.08, 25)
P = np.sqrt(gap * A)
H = np.zeros((k_test.size, 2, 2))
H[:, 0, 1] = H[:, 1, 0] = P * k_test
H[:, 1, 1] = -gap
E_test = np.linalg.eigvalsh(H)[:, 1]
assert np.allclose(E_test * (1 + alpha * E_test), A * k_test**2, rtol=1e-9)
assert np.allclose(E_test, energy(k_test**2, alpha), rtol=1e-9)
assert np.allclose(slope(k_test, alpha),
                   2 * A * k_test / (1 + 2 * alpha * E_test), rtol=1e-6)

# Density of states: count grid states in an energy shell.
E_low, E_high = 0.1, 0.2
dk = np.sqrt(E_high * (1 + alpha * E_high) / A) / 110
axis2 = ((np.arange(112) + 0.5) * dk)**2
E_grid = energy(axis2[:, None, None] + axis2[None, :, None] + axis2, alpha)
count = np.count_nonzero((E_grid > E_low) & (E_grid < E_high))
counted = 2 * 8 * count * (dk / (2 * np.pi))**3
integrated = quad(dos, E_low, E_high, args=(alpha,))[0]
assert abs(counted / integrated - 1) < 2e-3   # surface error of the grid

# Constant tau: current carried by a rigidly displaced Fermi distribution.
zeta_kane = fermi_level(density, alpha, kT)
zeta_par = fermi_level(density, 0.0, kT)
h = 0.002
kx = ((np.arange(140) - 69.5) * h)[:, None, None]
side2 = ((np.arange(70) + 0.5) * h)**2
perp2 = side2[None, :, None] + side2[None, None, :]
step, shift = 1e-5, 2e-5
slope_x = (energy((kx + step)**2 + perp2, alpha)
           - energy((kx - step)**2 + perp2, alpha)) / (2 * step)
f_moved = expit((zeta_kane - energy((kx - shift)**2 + perp2, alpha)) / kT)
inverse_mass = np.sum(slope_x * f_moved) / (shift * np.sum(f_moved)) / (2 * A)
assert abs(inverse_mass / mobility_factor(1.5, 1, density, alpha, kT) - 1) < 2e-5
grid_density = 2 * 4 * np.sum(f_moved) * (h / (2 * np.pi))**3
assert abs(grid_density / density - 1) < 1e-5


# Collision operator on a vector deviation, field oblique to k (k along z).
def collision_rate(k, al, p):
    cos_t, w_t = np.polynomial.legendre.leggauss(60)
    phi = 2 * np.pi * np.arange(12) / 12
    c = cos_t[:, None] + 0 * phi
    s = np.sqrt(1 - c**2)
    chi = 0.7
    along_old = np.cos(chi)
    along_new = np.sin(chi) * s * np.cos(phi) + np.cos(chi) * c
    q2 = (s * np.cos(phi))**2 + (s * np.sin(phi))**2 + (1 - c)**2
    w = w_t[:, None] * 2 * np.pi / 12
    angular = np.sum(w * q2**(-p) * (along_old - along_new)) / along_old
    per_spin = k**2 / slope(k, al) / (2 * np.pi)**3
    return 2 * np.pi / hbar * per_spin * k**(-2 * p) * angular


for p in (0.0, 0.5, 1.0):
    rate_formula = (2 * np.pi / hbar * dos(E_test, alpha)
                    * (4 * k_test**2)**(-p) / (2 - p))
    assert np.allclose(collision_rate(k_test, alpha, p), rate_formula, rtol=1e-4)

# Mobility ratios straight from k space, with numerical slope and rate.
k_nodes, k_weights = 0.16 * unit_t, 0.16 * unit_w


def mobility_direct(al, p):
    E = energy(k_nodes**2, al)

    def n_of(z):
        return np.sum(k_weights * k_nodes**2 * expit((z - E) / kT)) / np.pi**2
    z = brentq(lambda y: np.log(n_of(y) / density), -0.5, 0.5, xtol=1e-14)
    f = expit((z - E) / kT)
    tau = 1.0 if p is None else 1 / collision_rate(k_nodes, al, p)
    v = slope(k_nodes, al) / hbar
    sigma = np.sum(k_weights * k_nodes**2 * v**2 / 3 * tau * f * (1 - f) / kT)
    return sigma / np.pi**2 / density


for name, p in (("constant tau", None), ("p=0", 0.0), ("p=1", 1.0)):
    direct = mobility_direct(alpha, p) / mobility_direct(0.0, p)
    assert abs(direct / reduction(forms[name]) - 1) < 1e-6

# Nondegenerate limit: Bessel form of the density and first-order slopes.
z_arg = 1 / (2 * beta)
growth = np.sqrt(2 * z_arg / np.pi) * kve(2, z_arg)
growth_numeric = (density_formula(-25 * kT, alpha, kT)
                  / density_formula(-25 * kT, 0.0, kT))
assert abs(growth / growth_numeric - 1) < 1e-8
dilute = 1e-13
small = 1e-4
slopes = {"constant tau": 5.0}
for p in (0, 1):
    slopes["p=%d" % p] = 15 / 4 + (3 - p) * (p + 2)
for name, form in forms.items():
    measured = (1 - reduction(form, dilute, small / kT)) / small
    assert abs(measured / slopes[name] - 1) < 1e-2   # second order in beta

# Degenerate limit, tested at 10 K.
dense = 1e-6
kF = (3 * np.pi**2 * dense)**(1 / 3)
gam_prime_F = np.sqrt(1 + 4 * alpha * A * kF**2)
cold = const.k * 10 / const.e
for name, form in forms.items():
    limit = gam_prime_F**(-form[1])
    assert abs(reduction(form, dense, alpha, cold) / limit - 1) < 2e-3

# Worked example.
print(f"band-edge mass (rough input): {mass} electron masses")
print(f"gap (rough input): {gap} eV")
print(f"temperature: {temperature:.0f} K")
print(f"chosen density: {density:.1e} per A^3")
print(f"k_B T: {kT:.5f} eV")
print(f"alpha = 1/gap: {alpha:.3f} per eV")
print(f"beta = alpha k_B T: {beta:.4f}")
print(f"hbar^2/2m: {A:.2f} eV A^2")
E0 = 1.5 * kT
for label, al in (("Kane", alpha), ("parabolic", 0.0)):
    gp = 1 + 2 * al * E0
    k0 = np.sqrt(E0 * (1 + al * E0) / A)
    print(f"{label}, E = 1.5 k_B T = {E0:.5f} eV: gamma' = {gp:.4f}")
    print(f"  k = {k0:.5f} per A, v = {2 * A * k0 / gp / hbar:.3f} A/fs")
    print(f"  density of states = {dos(E0, al):.3e} per eV A^3")
print(f"Fermi level, Kane: {zeta_kane:.5f} eV")
print(f"Fermi level, parabolic: {zeta_par:.5f} eV")
print(f"nondegenerate density growth at fixed level: {growth:.4f}")
for name, form in forms.items():
    R = reduction(form)
    print(f"R, {name}: {R:.4f} (reduction {100 * (1 - R):.1f} %)")
print(f"conductivity mass, constant tau: "
      f"{mass / reduction(forms['constant tau']):.5f} electron masses")
for p in (0, 1):
    velocity_part = reduction((p + 1.0, 1))
    final_part = reduction((p + 1.0, 2)) / velocity_part
    print(f"p={p}: factor with parabolic tau(k) {velocity_part:.4f}, "
          f"final-state factor {final_part:.4f}")
for n in (dilute, dense):
    values = ", ".join(f"{k} {reduction(f, n):.4f}" for k, f in forms.items())
    print(f"R at n = {n:.0e} per A^3: {values}")
print(f"gamma' at k_F for n = {dense:.0e} per A^3: {gam_prime_F:.4f}")
print(f"degenerate limits there: 1/gamma' = {1 / gam_prime_F:.4f}, "
      f"1/gamma'^2 = {gam_prime_F**-2:.4f}")
for other_gap in (0.16, 0.18):
    values = ", ".join(f"{k} {reduction(f, density, 1 / other_gap):.4f}"
                       for k, f in forms.items())
    print(f"R for gap {other_gap} eV: {values}")
for name in forms:
    print(f"first-order nondegenerate estimate, {name}: "
          f"{1 - slopes[name] * beta:.4f}")
print("OK")
```

Printed output:

```
band-edge mass (rough input): 0.014 electron masses
gap (rough input): 0.17 eV
temperature: 300 K
chosen density: 2.0e-08 per A^3
k_B T: 0.02585 eV
alpha = 1/gap: 5.882 per eV
beta = alpha k_B T: 0.1521
hbar^2/2m: 272.14 eV A^2
Kane, E = 1.5 k_B T = 0.03878 eV: gamma' = 1.4562
  k = 0.01323 per A, v = 7.512 A/fs
  density of states = 3.586e-06 per eV A^3
parabolic, E = 1.5 k_B T = 0.03878 eV: gamma' = 1.0000
  k = 0.01194 per A, v = 9.871 A/fs
  density of states = 2.222e-06 per eV A^3
Fermi level, Kane: -0.02961 eV
Fermi level, parabolic: -0.01455 eV
nondegenerate density growth at fixed level: 1.6394
R, constant tau: 0.5567 (reduction 44.3 %)
R, p=0: 0.3299 (reduction 67.0 %)
R, p=1: 0.3545 (reduction 64.6 %)
conductivity mass, constant tau: 0.02515 electron masses
p=0: factor with parabolic tau(k) 0.5031, final-state factor 0.6558
p=1: factor with parabolic tau(k) 0.6592, final-state factor 0.5377
R at n = 1e-13 per A^3: constant tau 0.5691, p=0 0.3410, p=1 0.3736
R at n = 1e-06 per A^3: constant tau 0.3534, p=0 0.1344, p=1 0.1303
gamma' at k_F for n = 1e-06 per A^3: 2.6699
degenerate limits there: 1/gamma' = 0.3745, 1/gamma'^2 = 0.1403
R for gap 0.16 eV: constant tau 0.5417, p=0 0.3134, p=1 0.3388
R for gap 0.18 eV: constant tau 0.5707, p=0 0.3457, p=1 0.3694
first-order nondegenerate estimate, constant tau: 0.2396
first-order nondegenerate estimate, p=0: -0.4827
first-order nondegenerate estimate, p=1: -0.4827
OK
```
